# Luttinger Hamiltonian and Hole Masses from Cubic Invariants of J = 3/2

## The form fixed by symmetry

Near a valence-band edge at $\mathbf k=0$, a nondegenerate band of a cubic crystal can depend on $\mathbf k$ at second order only through $k^2$, because no other quadratic polynomial is unchanged by all cubic rotations. A fourfold degenerate edge allows more. Its Hamiltonian is a $4\times4$ matrix, and a polynomial that changes under a rotation may be multiplied by a matrix that changes in the same way. The products that remain unchanged are the permitted terms.

Units are $\hbar=m_0=e=1$, with $m_0$ the free-electron mass. A free particle then has energy $k^2/2$, so the coefficients of quadratic terms are pure numbers and masses are in units of $m_0$. Energies $E$ are hole energies, counted downward from the edge; the valence electron energy is $-E$.

The four edge states are assumed to transform under cubic rotations like the states $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ of an angular momentum $J=3/2$ (the representation $\Gamma_8$). They need not be atomic states; the matrices $J_x,J_y,J_z$ serve as a basis for operators on the quartet. There is no magnetic field or strain, and all other bands are separated from the edge by a gap. Eliminating those bands by perturbation theory leaves a $4\times4$ matrix that can be expanded in $\mathbf k$. Its constant term is a multiple of the identity, since the edge is degenerate, and is set to zero.

If the crystal has inversion symmetry, the four states share one parity, so $H(-\mathbf k)=H(\mathbf k)$ and linear terms vanish. To second order,

$$H(\mathbf k)=\sum_{ij}k_ik_jM_{ij},\qquad M_{ij}=M_{ji}=M_{ij}^\dagger. \tag{1}$$

A rotation $R$, represented on the quartet by $U$, requires

$$UH(\mathbf k)U^\dagger=H(R\mathbf k),\qquad U(\mathbf k\cdot\mathbf J)U^\dagger=(R\mathbf k)\cdot\mathbf J. \tag{2}$$

Thus the components of $\mathbf J$ and $\mathbf k$ rotate alike. Zinc-blende crystals lack inversion. Their quadratic terms obey the same conditions, because an extra sign of $\mathbf k$ cancels in $k_ik_j$, but one linear term is also allowed. It is neglected here, which in general fails sufficiently close to $\mathbf k=0$, where a nonzero linear term exceeds a quadratic one.

## The six matrices allowed by time reversal

Time reversal is $\Theta=VK$, with $K$ complex conjugation and $V$ unitary. It reverses $\mathbf k$ and $\mathbf J$. Since (1) is even in $\mathbf k$, each $M=M_{ij}$ must satisfy

$$M=\Theta M\Theta^{-1}=VM^*V^\dagger=VM^TV^\dagger, \tag{3}$$

where Hermiticity gives $M^*=M^T$. For half-integer angular momentum $\Theta^2=VV^*=-1$. Hence $V^*=-V^\dagger$, and complex conjugation gives $V=-V^T$. Multiplying (3) by $V$ on the right gives $MV=VM^T$, so

$$(MV)^T=V^TM^T=-VM^T=-MV. \tag{4}$$

The matrix $MV$ is antisymmetric, and a $4\times4$ antisymmetric matrix has six independent entries. The complex linear space defined by $M=VM^TV^\dagger$ therefore has dimension six. It contains $M^\dagger$ whenever it contains $M$, so its Hermitian members form a real space of dimension six.

Products of two components of $\mathbf J$ are even under time reversal. Define $\{A,B\}=(AB+BA)/2$. Six even Hermitian matrices are

$$J_x^2,\;J_y^2,\;J_z^2,\;\{J_x,J_y\},\;\{J_y,J_z\},\;\{J_z,J_x\}. \tag{5}$$

They are independent. Under twofold rotations about the three axes, the anticommutators have sign patterns different from one another and from the squares, so a vanishing combination must vanish separately in each pattern. None of the anticommutators is zero. For the squares, suppose $aJ_x^2+bJ_y^2+cJ_z^2=0$. With $J_+=J_x+iJ_y$, the part of this sum that raises $m$ by two is $(a-b)J_+^2/4$, so $a=b$. Repeating the argument about another axis gives $a=b=c$. Then $aJ^2=15a/4=0$, so $a=0$. The set (5) therefore spans all allowed matrices, including the identity, which is $\tfrac4{15}\sum_iJ_i^2$.

## Three cubic invariants

A twofold rotation about $z$ reverses $k_x,k_y,J_x,J_y$. Under the twofold rotations about $(x,y,z)$, the product $k_xk_y$ has signs $(-,-,+)$, $k_yk_z$ has $(+,-,-)$ and $k_zk_x$ has $(-,+,-)$. The corresponding anticommutators have the same signs, and all squares have $(+,+,+)$. An invariant product needs equal patterns in its two factors, so

$$H=\sum_{ij}c_{ij}k_i^2J_j^2+\sum_{i<j}d_{ij}k_ik_j\{J_i,J_j\}. \tag{6}$$

The threefold rotation about $[111]$ permutes $x,y,z$ cyclically. It makes the three $d_{ij}$ equal to one number $C$, the three $c_{ii}$ equal to $c_0$, and leaves two possible off-diagonal values, $c_{xy}=c_{yz}=c_{zx}$ and $c_{yx}=c_{zy}=c_{xz}$. The fourfold rotation about $z$ exchanges $x^2$ and $y^2$, so $c_{xy}=c_{yx}=c_1$. It gives no further condition on $C$, because each $k_ik_j$ and its anticommutator acquire the same sign.

The off-diagonal sum can be rewritten using $\sum_jJ_j^2=15/4$:

$$\sum_{i\ne j}k_i^2J_j^2=\frac{15}{4}k^2-\sum_i k_i^2J_i^2. \tag{7}$$

With $A=15c_1/4$ and $B=c_0-c_1$,

$$H=Ak^2+B\sum_i k_i^2J_i^2+C\sum_{i<j}k_ik_j\{J_i,J_j\}. \tag{8}$$

The threefold and fourfold rotations generate all cubic rotations, so no condition remains. The fourfold axis (in zinc blende, the fourfold rotoinversion) is needed: in the cubic classes $T$ and $T_h$, which lack it, $c_{xy}$ and $c_{yx}$ stay independent and a fourth term is allowed. Time reversal matters to this result: a numerical count of the independent quadratic terms gives three with it and four without it.

The Luttinger parameters are defined by

$$A=\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right),\qquad B=-\gamma_2,\qquad C=-2\gamma_3. \tag{9}$$

The Hamiltonian becomes

$$H=\frac12\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big]. \tag{10}$$

The number $5/2$ makes $\gamma_1$ the mean inverse mass. The average diagonal element of each $J_i^2$ is $J^2/3=5/4$. Writing $J_i^2=(J_i^2-\tfrac54)+\tfrac54$ produces $-\tfrac54\gamma_2k^2$, which cancels $+\tfrac54\gamma_2k^2$ from the first term:

$$H=\frac{\gamma_1k^2}{2}-\gamma_2\sum_i k_i^2\left(J_i^2-\tfrac54\right)-2\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}. \tag{11}$$

The last two terms are traceless. They split the quartet without moving its mean energy.

If all rotations were symmetries, the directional term could contain only

$$(\mathbf k\cdot\mathbf J)^2=\sum_i k_i^2J_i^2+2\sum_{i<j}k_ik_j\{J_i,J_j\}. \tag{12}$$

Comparison with (8) requires $C=2B$, hence $\gamma_2=\gamma_3$. A nonzero difference $\gamma_3-\gamma_2$ therefore makes the Hamiltonian anisotropic. Its energies are a weaker test: by (25) below, they are isotropic also when $\gamma_3=-\gamma_2$.

## Masses along [001] and [111]

For a straight line through $\mathbf k=0$, the mass $m^*$ is defined by $E=k^2/(2m^*)$. Along $[001]$, $\mathbf k=(0,0,k)$ and all products $k_ik_j$ with $i\ne j$ vanish. Equation (11) gives

$$H=\frac{k^2}{2}\left[\gamma_1-2\gamma_2\left(J_z^2-\tfrac54\right)\right]. \tag{13}$$

The eigenvalues of $J_z^2-\tfrac54$ are $\tfrac94-\tfrac54=1$ for $m=\pm\tfrac32$ and $\tfrac14-\tfrac54=-1$ for $m=\pm\tfrac12$. Thus

$$m^*_{\pm3/2}[001]=\frac1{\gamma_1-2\gamma_2},\qquad m^*_{\pm1/2}[001]=\frac1{\gamma_1+2\gamma_2}. \tag{14}$$

Along $[111]$, let $\mathbf n=(1,1,1)/\sqrt3$ and $\mathbf k=k\mathbf n$. Every $k_i^2$ and every $k_ik_j$ equals $k^2/3$. The $\gamma_2$ term vanishes because

$$\sum_i\left(J_i^2-\tfrac54\right)=\tfrac{15}{4}-\tfrac{15}{4}=0. \tag{15}$$

For the other term, put $J_n=\mathbf n\cdot\mathbf J$ and use (12) with $\mathbf k$ replaced by $\mathbf n$:

$$J_n^2=\frac13\sum_iJ_i^2+\frac23\sum_{i<j}\{J_i,J_j\}
=\frac54+\frac23\sum_{i<j}\{J_i,J_j\}. \tag{16}$$

The sum of anticommutators is therefore $\tfrac32(J_n^2-\tfrac54)$. Its coefficient in (11) is $-2\gamma_3k^2/3$, and the product is $-\gamma_3k^2(J_n^2-\tfrac54)$. Hence

$$H=\frac{k^2}{2}\left[\gamma_1-2\gamma_3\left(J_n^2-\tfrac54\right)\right]. \tag{17}$$

This has the form of (13), with the angular momentum now measured along $[111]$:

$$m^*_{\pm3/2}[111]=\frac1{\gamma_1-2\gamma_3},\qquad m^*_{\pm1/2}[111]=\frac1{\gamma_1+2\gamma_3}. \tag{18}$$

For positive $\gamma_2$ and $\gamma_3$, the $m=\pm\tfrac32$ doublet is the heavy hole. If the relevant parameter is negative, (14) or (18) still holds, but that doublet is the light hole. Both masses along an axis are positive only if $\gamma_1$ exceeds twice the magnitude of the relevant parameter. At equality one inverse mass vanishes, and terms outside the quadratic model determine the dispersion; with inversion symmetry these begin at fourth order in $k$. Beyond equality one valence band rises away from $\mathbf k=0$, which is then not a maximum.

## The explicit matrix

The ladder operator obeys $J_+|m\rangle=\sqrt{15/4-m(m+1)}\,|m+1\rangle$. Its elements, in order of decreasing $m$, are $\sqrt3,2,\sqrt3$. The nonzero elements of $J_+^2$ connect $-\tfrac12$ to $\tfrac32$ and $-\tfrac32$ to $\tfrac12$; both equal $2\sqrt3$.

On the diagonal, $J_x^2$ and $J_y^2$ each contribute $(15/4-m^2)/2$. For $m=\pm\tfrac32$, therefore, $J_z^2-\tfrac54=1$ while $J_x^2-\tfrac54$ and $J_y^2-\tfrac54$ have diagonal elements $-\tfrac12$. All three signs reverse for $m=\pm\tfrac12$. The diagonal entries of (11) are $P+Q$ and $P-Q$, respectively, with

$$P=\tfrac12\gamma_1k^2,\qquad Q=\tfrac12\gamma_2(k_x^2+k_y^2-2k_z^2). \tag{19}$$

For the elements that raise $m$ by two, $J_x^2$ contains $J_+^2/4$, $J_y^2$ contains $-J_+^2/4$, and $\{J_x,J_y\}$ contains $J_+^2/(4i)$. These give $\tfrac{\sqrt3}{2}$, $-\tfrac{\sqrt3}{2}$ and $-\tfrac{i\sqrt3}{2}$. With the coefficients in (11), the element is

$$R=-\tfrac{\sqrt3}{2}\gamma_2(k_x^2-k_y^2)+i\sqrt3\,\gamma_3k_xk_y. \tag{20}$$

For elements between neighbouring $m$, the anticommutator with $J_z$ multiplies $J_x$ or $J_y$ by the mean of the two $m$ values: $1$, $0$ and $-1$ for the three successive pairs. The first pair has $J_x=\tfrac{\sqrt3}{2}$ and $J_y=-\tfrac{i\sqrt3}{2}$, so its element is $-S$, where

$$S=\sqrt3\,\gamma_3k_z(k_x-ik_y). \tag{21}$$

The middle pair gives zero and the last gives $+S$. Therefore

$$H=\begin{pmatrix}P+Q&-S&R&0\\-S^*&P-Q&0&R\\R^*&0&P-Q&S\\0&R^*&S^*&P+Q\end{pmatrix}. \tag{22}$$

## Arbitrary directions and the [110] case

Let $D=H-P$. The diagonal entries of $D^2$ are all $Q^2+|S|^2+|R|^2$. Its entries above the diagonal vanish in pairs:

$$\begin{aligned}
(D^2)_{12}&=-QS+SQ=0,&(D^2)_{13}&=QR-RQ=0,\\
(D^2)_{14}&=-SR+RS=0,&(D^2)_{23}&=-S^*R+RS^*=0,\\
(D^2)_{24}&=-QR+RQ=0,&(D^2)_{34}&=-QS+SQ=0.
\end{aligned} \tag{23}$$

Those below vanish by Hermiticity. Since $D$ is also traceless, its eigenvalues are plus and minus the square root of the common diagonal entry, each occurring twice. Define $W=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. The $\gamma_3$ terms of $|R|^2+|S|^2$ add to $3\gamma_3^2W$. The $\gamma_2$ terms of $Q^2+|R|^2$ are

$$\begin{aligned}
&\tfrac14\gamma_2^2(k_x^2+k_y^2-2k_z^2)^2+\tfrac34\gamma_2^2(k_x^2-k_y^2)^2\\
&\quad=\gamma_2^2(k_x^4+k_y^4+k_z^4-W)=\gamma_2^2(k^4-3W),
\end{aligned} \tag{24}$$

because $k^4=k_x^4+k_y^4+k_z^4+2W$. Consequently

$$E_\mp=\frac{\gamma_1k^2}{2}\mp\sqrt{\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)W}. \tag{25}$$

Along $[001]$, $W=0$; along $[111]$, $W=k^4/3$. The square roots are then $|\gamma_2|k^2$ and $|\gamma_3|k^2$, in agreement with (14) and (18). These are the extreme values of $W$ at fixed $k$, since $k_x^4+k_y^4+k_z^4\ge W$ implies $k^4\ge3W$. Along $[110]$, $W=k^4/4$ and the inverse masses are

$$\frac1{m^*_\mp[110]}=\gamma_1\mp\sqrt{\gamma_2^2+3\gamma_3^2}. \tag{26}$$

The states along $[110]$ also differ from those on the other two axes. With $\mathbf n=(1,1,0)/\sqrt2$, define $T=\tfrac12(J_x^2+J_y^2)-\tfrac54$ and $X=\{J_x,J_y\}$. Then

$$D=-k^2(\gamma_2T+\gamma_3X),\qquad J_n^2-\tfrac54=T+X. \tag{27}$$

For $\gamma_2=\gamma_3$, $D$ is a function of $J_n$, and $m$ along $\mathbf n$ labels the bands. Otherwise the two matrices in (27) are different combinations of $T$ and $X$, and the bands mix $m=\pm\tfrac32$ with $m=\pm\tfrac12$.

The mixing follows from three relations. First, $T=-\tfrac12(J_z^2-\tfrac54)$, so $T^2=\tfrac14$. Second, the elements of $X$ found above give $X^2=\tfrac34$. Third, $(T+X)^2=1$, so $TX+XT=0$. With $r=\tfrac12\sqrt{\gamma_2^2+3\gamma_3^2}$, the projector on the heavy doublet is $\tfrac12[1+(\gamma_2T+\gamma_3X)/r]$, and that on $m=\pm\tfrac32$ is $\tfrac12(1+T+X)$. Half the trace of their product is the average weight of $m=\pm\tfrac32$ in the heavy doublet:

$$w=\frac18\left[4+\frac{\gamma_2+3\gamma_3}{r}\right]
=\frac12\left[1+\frac{\gamma_2+3\gamma_3}{2\sqrt{\gamma_2^2+3\gamma_3^2}}\right]. \tag{28}$$

Here the traces of $T$, $X$ and $TX$ vanish, while those of $T^2$ and $X^2$ are $1$ and $3$.

## A numerical example

Take the round model parameters $\gamma_1=8$, $\gamma_2=2$ and $\gamma_3=2.5$. Along $[001]$ the inverse masses are $8-4=4$ and $8+4=12$, so the masses are $0.2500$ and $0.0833\,m_0$. Along $[111]$ they are $8-5=3$ and $8+5=13$, giving $0.3333$ and $0.0769\,m_0$.

From $[001]$ to $[111]$, one inverse mass falls by $1$ and the other rises by $1$. The same change is a larger fraction of $4$ than of $12$, so the heavy mass varies more: it grows by one third, while the light mass falls by about 8%, both relative to their $[001]$ values.

At $k=0.02\,\text{bohr}^{-1}$, $k^2/2=0.2$ mHa. The heavy and light energies are $0.8$ and $2.4$ mHa along $[001]$, and $0.6$ and $2.6$ mHa along $[111]$. The splittings are $1.6$ mHa (43.5 meV) and $2.0$ mHa (54.4 meV).

Along $[110]$, the root in (26) is $\sqrt{4+18.75}=4.7697$. The inverse masses are $3.2303$ and $12.7697$, and the masses $0.3096$ and $0.0783\,m_0$. Equation (28) gives $w=0.9979$. The mixing is weak for these parameters, although the heavy mass differs clearly from both axial values.

## A microscopic check and the range of validity

The symmetry argument can be tested on a crystal whose Hamiltonian is not written in terms of $\gamma_1,\gamma_2,\gamma_3$. Consider $p$ orbitals on a simple-cubic lattice with first- and second-neighbour hopping and spin-orbit coupling. Its six bands at $\mathbf k=0$ form a quartet and a split-off doublet $1.5$ Ha below it.

Along $[001]$ and $[111]$, the $m=\pm\tfrac32$ states contain only $p$ orbitals perpendicular to the axis, which have the smaller inverse mass in this lattice. This doublet is therefore the heavy hole, and $\gamma_2$ and $\gamma_3$ are positive. The lattice inverse masses along $[001]$ are $1.7000$ and $3.3667$. Their mean gives $\gamma_1=2.5333$, and one quarter of their difference gives $\gamma_2=0.4167$. The light inverse mass along $[111]$, $3.1333$, gives $\gamma_3=(3.1333-2.5333)/2=0.3000$. The heavy inverse mass along $[111]$ is then predicted to be $2.5333-0.6000=1.9333$, which is the lattice value to the digits shown. The prediction along $[110]$, $1.8673$ and $3.1994$, also agrees. Here $\gamma_2>\gamma_3$, so the heavy hole is heaviest along $[001]$, opposite to the preceding example.

The direction $[123]$ gives the same two numbers as $[110]$. This follows from (25). Whenever $k_z=k_x+k_y$,

$$W=k_x^2k_y^2+(k_x+k_y)^2(k_x^2+k_y^2)=(k_x^2+k_y^2+k_xk_y)^2=\frac{k^4}{4}, \tag{29}$$

since $k^2=2(k_x^2+k_y^2+k_xk_y)$. Both $[123]$ and, after a cubic rotation, $[110]$ lie in this plane. The quadratic masses are therefore isotropic within it, and the lattice bands confirm the equality.

The split-off doublet leaves the quadratic masses unchanged in this lattice. Its hopping matrix is even in $\mathbf k$, so the coupling between quartet and doublet starts at order $k^2$. Second-order perturbation theory then shifts the energies by an amount of order $(gk^2)^2/\Delta$, where $\Delta$ is the split-off distance and $g$ a typical band coefficient. Relative to the quadratic energy $gk^2$, this is of order $gk^2/\Delta$. Neglecting the doublet is thus justified when $gk^2$, and hence the light-hole energy at the given $k$, is small compared with $\Delta$; a small heavy-hole energy alone is not sufficient. When they are comparable, the doublet should in general be kept, which gives a $6\times6$ Hamiltonian. The lattice model has no conduction band and does not test a second limit. In real semiconductors the conduction band couples to the quartet at first order in $k$, so the light-hole energy must also be small compared with the gap $E_g$, and in narrow-gap crystals with $E_g<\Delta$ this limit can be reached first. The numerical output below lists the invariant counts, the masses and the lattice comparison.

## Table of computed values

```
COUNTS OF INDEPENDENT TERMS
time-reversal-even Hermitian 4x4 matrices: 6
quadratic, cubic + time reversal: 3
quadratic, cubic without time reversal: 4
quadratic, full rotations + time reversal: 2
quadratic, zinc blende + time reversal: 3
linear, zinc blende + time reversal: 1
WORKED EXAMPLE
gamma1, gamma2, gamma3 = 8.0, 2.0, 2.5 (no unit)
k = 0.02 1/bohr
[001] inverse masses: 4.0000, 12.0000 1/m0
[001] heavy, light mass: 0.2500, 0.0833 m0
[001] heavy, light energy: 0.8000, 2.4000 mHa
[001] m=+-3/2 weight in heavy hole: 1.0000
[111] inverse masses: 3.0000, 13.0000 1/m0
[111] heavy, light mass: 0.3333, 0.0769 m0
[111] heavy, light energy: 0.6000, 2.6000 mHa
[111] m=+-3/2 weight in heavy hole: 1.0000
[110] inverse masses: 3.2303, 12.7697 1/m0
[110] heavy, light mass: 0.3096, 0.0783 m0
[110] heavy, light energy: 0.6461, 2.5539 mHa
[110] m=+-3/2 weight in heavy hole: 0.9979
[001] light-heavy splitting: 1.6000 mHa = 43.54 meV
[111] light-heavy splitting: 2.0000 mHa = 54.42 meV
LATTICE TEST (lattice constant 1 bohr)
first-neighbour sigma, pi: 1.0, 0.2 Ha
second-neighbour sigma, pi: 0.5, 0.05 Ha
spin-orbit coefficient: 1.0 Ha
split-off distance: 1.5000 Ha
[001] inverse masses used: 1.7000, 3.3667 1/m0
[111] light inverse mass used: 3.1333 1/m0
extracted gammas: 2.5333, 0.4167, 0.3000
[111] heavy inverse mass, lattice: 1.9333 1/m0
[111] heavy inverse mass, predicted: 1.9333 1/m0
[110] inverse masses, lattice: 1.8673, 3.1994 1/m0
[110] inverse masses, predicted: 1.8673, 3.1994 1/m0
[123] inverse masses, lattice: 1.8673, 3.1994 1/m0
[123] inverse masses, predicted: 1.8673, 3.1994 1/m0
```
